# Midpoint heating of an interconnect line ended by thermally resistive vias, part 1

(Sections cited here and not found follow in the second part.)

## The line and its two vias

A metal line 2 µm long, 50 nm wide and 100 nm thick carries 1 mA. If its two ends are held at the temperature of the heat sink, its midpoint settles 2.8 K above the sink. If the same line reaches the sink through two vias, each with a thermal resistance of 0.75 K/µW, the midpoint settles at 5.4 K, nearly twice as high, even when the heat produced inside the vias is left out. For a line of 10 µm with the same cross-section, current and vias, the corresponding figures are 10.8 K and 11.0 K. The via that nearly doubles the temperature rise of the short line hardly matters to the long one. These figures come from a model of heat flow along the line, and the model shows which property of the via and which length decide the outcome.

Let the line lie along $x$, from $x=-L/2$ to $x=L/2$, with cross-section $A$. Its temperature rise above the sink is $\theta(x)$, taken as uniform over the cross-section. The metal has thermal conductivity $k$, and the product $K=kA$ measures how well the line conducts heat along its length. The state is steady, and both $k$ and the surroundings are the same all along the line.

A direct current $I$ of fixed value flows, so the current density $j=I/A$ is the same everywhere. The resistivity rises with temperature as $\rho_0(1+\alpha\theta)$, where $\rho_0$ is its value at sink temperature. The Joule heat produced per unit length is therefore

$$
j^2\rho_0A\,(1+\alpha\theta)=q_0(1+\alpha\theta),\qquad q_0=j^2\rho_0A .
$$

Heat also leaves sideways through the dielectric. This loss is taken as local: a piece of line at rise $\theta$ loses $g\theta$ per unit length, whatever the temperature of the pieces next to it. That is reasonable when $\theta$ varies slowly along the line compared with the distance from the line to the sink.

By Fourier's law, the heat flowing along the line in the direction of increasing $x$ is $F(x)=-K\,d\theta/dx$. In a steady state, a slice of length $dx$ must lose as much heat as it receives:

$$
F(x)-F(x+dx)+q_0(1+\alpha\theta)\,dx-g\theta\,dx=0 .
$$

Dividing by $dx$ turns the first two terms into $-dF/dx=K\,d^2\theta/dx^2$, so that

$$
K\frac{d^2\theta}{dx^2}-(g-\alpha q_0)\,\theta+q_0=0 .
$$

The growth of resistivity with temperature acts as a negative heat loss. It reduces $g$ to

$$
g'=g-\alpha q_0 ,
$$

which is assumed positive for now. Two scales follow from the equation. Far from any end, the second derivative vanishes and the rise is

$$
\theta_\infty=\frac{q_0}{g'} .
$$

Dividing the balance by $K$ and inserting $q_0=g'\theta_\infty$ gives

$$
\frac{d^2\theta}{dx^2}=\frac{\theta-\theta_\infty}{\lambda^2},\qquad
\lambda=\sqrt{\frac{K}{g'}} .
$$

The length $\lambda$ is the healing length. A disturbance at one end of a very long line dies away as $e^{-s/\lambda}$, where $s$ is the distance from that end. Since $g'$ contains $q_0$, the healing length depends on the current, though weakly when $\alpha q_0\ll g$.

The difference $\theta-\theta_\infty$ obeys a linear equation whose solutions are $\cosh(x/\lambda)$ and $\sinh(x/\lambda)$. The two vias are taken to be equal, so the temperature is symmetric about $x=0$ and the odd function drops out. What remains is

$$
\theta(x)=\theta_\infty-C\cosh\frac{x}{\lambda},
$$

with one constant $C$ to be fixed by the vias.

A via carries the same current as the line and produces heat of its own. To find the condition it imposes, suppose that a heat flow $Q$ enters its top from the line. For constant material properties and no loss through its side walls, conduction in the via is linear. The temperature at its top is then the sum of two parts: the rise $\theta_v$ caused by the via's own heat when nothing enters from the line, and the rise $R_vQ$ caused by the entering heat. Here $R_v$ is the total thermal resistance from the top of the via to the sink. Thus

$$
\theta(L/2)=\theta_v+R_vQ .
$$

An unheated via has $\theta_v=0$, and a perfectly cooled end has $R_v=0$ as well.

The rise $\theta_v$ follows from the structure of the via. Let it consist of a uniform metal post standing on a thin barrier film, with the sink below the film. The post has electrical resistance $E_m$ and thermal resistance $R_m$; the film has $E_b$ and $R_b$. Let $s$ run from 0 at the top of the post to 1 at its foot. With no heat entering at the top, the flow at $s$ is the heat produced above that point, $I^2E_m s$. The temperature drop along the post is

$$
\int_0^1 I^2E_m s\,R_m\,ds=\tfrac12 I^2E_mR_m .
$$

All the heat of the post crosses the film and adds a drop $I^2E_mR_b$. The film's own heat is produced evenly through its thickness, so by the same integral it adds $\tfrac12I^2E_bR_b$. Together,

$$
\theta_v=I^2\left[E_m\left(\tfrac12R_m+R_b\right)+\tfrac12E_bR_b\right],\qquad R_v=R_m+R_b .
$$

The heat entering the via at $x=L/2$ is the flow arriving at that end of the line. It is convenient to introduce

$$
u=\frac{L}{2\lambda},\qquad R_\lambda=\frac{\lambda}{K},\qquad r=\frac{R_v}{R_\lambda} .
$$

Differentiating the temperature profile gives $d\theta/dx=-(C/\lambda)\sinh(x/\lambda)$. The two minus signs cancel in the heat flow:

$$
Q=-K\left.\frac{d\theta}{dx}\right|_{L/2}=\frac{KC}{\lambda}\sinh u=\frac{C\sinh u}{R_\lambda} .
$$

The end temperature is $\theta_\infty-C\cosh u$. Putting both into the via condition gives

$$
\theta_\infty-C\cosh u=\theta_v+rC\sinh u ,
$$

and, after the terms with $C$ are collected,

$$
C=\frac{\theta_\infty-\theta_v}{D},\qquad D=\cosh u+r\sinh u .
$$

At $x=0$ the hyperbolic cosine equals one, so the midpoint rise $\theta_m=\theta_\infty-C$ is

$$
\boxed{\;\theta_m=\theta_\infty-\frac{\theta_\infty-\theta_v}{\cosh u+r\sinh u}\;}
$$

For unheated vias this becomes

$$
\theta_m=\theta_\infty\left[1-\frac{1}{\cosh u+r\sinh u}\right].
$$

The via resistance enters through $r$ and the line length through $u$. With perfectly cooled ends, $r=0$ and $\theta_m=\theta_\infty(1-1/\cosh u)$. With ends that pass no heat, $r\to\infty$ and $\theta_m=\theta_\infty$ for any length, because the dielectric must then remove all the heat.

The last formula was compared with a numerical solution of the original heat balance, in which the line was divided into 2000 thermal resistors and the temperature-dependent heating was found by iteration. In arbitrary consistent units the inputs were $K=0.7$, $g=1.3$, $q_0=2$ and $\alpha=0.2$, with $u=0.1$, 0.8, 2 and 5, and with $r=0.3$, 1, 4 and a negligible $10^{-8}$. The largest difference in the midpoint rise, relative to the formula, was $1.2\times10^{-7}$.

The quantity $R_\lambda$ has a direct meaning. From the expressions for $Q$ and the end temperature,

$$
\frac{\theta_\infty-\theta(L/2)}{Q}=\frac{C\cosh u}{C\sinh u/R_\lambda}=R_\lambda\coth u .
$$

Seen from the via, half of the line therefore acts as a source at temperature rise $\theta_\infty$ behind a thermal resistance $R_\lambda\coth u$. For a long line, $\coth u\to1$ and the resistance is $R_\lambda$. A via is a good or a poor heat path only in comparison with this resistance. If it is unheated, source and via form a divider:

$$
\theta(L/2)=\theta_\infty\frac{r}{r+\coth u} .
$$

In a long line the end rise is thus $\theta_\infty r/(1+r)$, while the midpoint is close to $\theta_\infty$ whatever the value of $r$.

For the line of the opening, the parameters are round and rough. They lie in the regime of a Joule-heating test on a narrow damascene line, that is, a line made by filling a trench in the dielectric with metal. The sink is at 373 K, the resistivity there is 4.0 µΩ cm, and $\alpha=0.003$ K⁻¹. The current density is 20 MA/cm². The Wiedemann–Franz law, which assumes that electrons carry the heat and lose little energy in each collision, gives $k=228$ W/(m K). With $A=5.0\times10^{-15}$ m²,

$$
K=1.14\times10^{-12}\ \mathrm{W\,m/K},\qquad
q_0=(2\times10^{11})^2(4\times10^{-8})(5\times10^{-15})=8.0\ \mathrm{W/m}.
$$

The dielectric has conductivity 0.30 W/(m K). It fills the 200 nm between line and sink plane and continues to a height of 600 nm, where no heat passes. A two-dimensional calculation of heat flow in this cross-section gives $g$ as the dielectric conductivity times a shape factor. The factor is 2.447 on a 5 nm grid and 2.443 on a 2.5 nm grid, so $g=0.733$ W/(m K). Further refinement brings the factor to 2.442, which would raise the long-line value $\theta_\infty$ below by only 0.01 K. Vertical flow from the underside alone would give a factor of $50/200=0.25$. The full factor is about ten times larger, because heat also leaves through the sides and top of the line and spreads out in the dielectric before it reaches the sink.

The resistivity feedback reduces the loss to $g'=0.733-0.003\times8.0=0.709$ W/(m K), and hence

$$
\lambda=\sqrt{\frac{1.14\times10^{-12}}{0.709}}\ \mathrm m=1.27\ \text{µm},\qquad
\theta_\infty=\frac{8.0}{0.709}\ \mathrm K=11.3\ \mathrm K,
$$

$$
R_\lambda=\frac{1.27\times10^{-6}}{1.14\times10^{-12}}\ \mathrm{K/W}=1.11\ \text{K/µW}.
$$

Each via is a square post of 50 nm side and 200 nm height, made of the same metal. Its thermal resistance is 0.351 K/µW. The barrier film, with $10^{-9}$ m² K/W, adds 0.400 K/µW, so $R_v=0.751$ K/µW and $r=0.675$. For $L=2$ µm, $u=0.789$, with $\cosh u=1.328$ and $\sinh u=0.873$. Then

$$
D=1.328+0.675\times0.873=1.917 .
$$

For unheated vias this gives

$$
\theta_m=11.28\left(1-\frac1{1.917}\right)\mathrm K=5.4\ \mathrm K ,
$$

whereas perfectly cooled ends give $11.28\,(1-1/1.328)=2.8$ K.

The heat budget shows what has changed. At sink-temperature resistivity the line produces $q_0L=16$ µW. Perfectly cooled ends draw off $2(\theta_\infty/R_\lambda)\tanh u\approx13$ µW of this. With the vias in place, the flow through both is $2(\theta_\infty/R_\lambda)\sinh u/D\approx9$ µW. The dielectric has to carry more, and it can do so only if the line is hotter.

The vias also heat themselves. The post has an electrical resistance of 3.20 Ω and the barrier film 2.00 Ω. At 1 mA, $I^2$ times one ohm is 1 µW, so that

$$
\theta_v=3.20\,(0.176+0.400)+\tfrac12(2.00)(0.400)=2.2\ \mathrm K .
$$

The boxed formula adds $\theta_v/D=2.24/1.917=1.2$ K to the midpoint, which then stands at 6.6 K. For this line the heat of the vias is no small correction: it makes up about 18 % of the midpoint rise.

The thermal and electrical resistances of the barrier film are separate rough inputs. If the Wiedemann–Franz law held for the film as well, its 2.00 Ω would correspond to 0.22 K/µW instead of 0.400 K/µW. The midpoint would then stand at 4.9 K instead of 5.4 K for unheated vias, and at 5.8 K instead of 6.6 K for heated ones.

The midpoint rise now follows from a single formula, which gives 5.4 K for the 2 µm line with unheated vias and 6.6 K when the vias' own heat is included. It remains to see how the influence of the vias changes with line length and via resistance, and where the model reaches its limits.
